# Lattice Screening in GW: Static Dielectric Constant Versus Phonon Pole

**Q.** I have a GW gap for a polar insulator, computed with electronic screening only. The ions also screen, so the long-range interaction should be divided by the static constant $\epsilon_0$ instead of the electronic constant $\epsilon_\infty$. Phonon energies are tiny on the scale of the gap, so I can treat the ionic part as static, put $\epsilon_0$ into a static $W$, and read off how much the gap closes. What could be wrong with that?

**A.** The inference from "phonon energies are tiny" to "static". A static $W$ describes a medium that responds fast compared with the electron. A small phonon energy means that the ions respond slowly. Your replacement therefore lets the ions follow every rapid motion of the electron, which they cannot do.

Here is a check that needs no self-energy. Make the ions heavier while leaving the force constants and charges alone. Both dielectric constants stay the same, so your gap correction stays the same, even for infinitely heavy ions. But ions of infinite mass do not move during any finite time, and cannot follow an electron that travels through the crystal.

**Q.** Then $W$ needs its frequency dependence. What is it for the ionic part?

**A.** Take one optical mode without dispersion. Its displacement is a harmonic oscillator of frequency $\omega_{TO}$ driven by the electric field, so its contribution to the dielectric function is proportional to $1/(\omega_{TO}^2-w^2)$. The value at $w=0$ must be $\epsilon_0$, which fixes the strength:

$$\epsilon(w)=\epsilon_\infty+\frac{(\epsilon_0-\epsilon_\infty)\,\omega_{TO}^2}{\omega_{TO}^2-w^2}
=\frac{\epsilon_0\omega_{TO}^2-\epsilon_\infty w^2}{\omega_{TO}^2-w^2}.$$

The numerator vanishes at $w=\omega$, with $\omega^2=\omega_{TO}^2\,\epsilon_0/\epsilon_\infty$. This is the longitudinal frequency $\omega_{LO}$, which I write as $\omega$ from here on. Since $W$ contains $1/\epsilon$, its pole lies at the zero of $\epsilon$, hence at the LO and not the TO frequency. Subtracting the electronic part gives

$$\frac1{\epsilon(w)}-\frac1{\epsilon_\infty}
=\frac1{\epsilon_\infty}\left[\frac{\omega_{TO}^2-w^2}{\omega^2-w^2}-1\right]
=\frac1{\epsilon_\infty}\,\frac{\omega^2-\omega_{TO}^2}{w^2-\omega^2}.$$

Because $\omega_{TO}^2=\omega^2\epsilon_\infty/\epsilon_0$, the last numerator is $\omega^2(1-\epsilon_\infty/\epsilon_0)$. In Hartree atomic units, with $\hbar=1$, the lattice part of the interaction is therefore

$$W_{ph}(q,w)=\frac{4\pi}{q^2}\,\frac{\kappa\,\omega^2}{w^2-\omega^2},\qquad
\kappa=\frac1{\epsilon_\infty}-\frac1{\epsilon_0}.$$

At $w=0$ it equals $-4\pi\kappa/q^2$, precisely the change you make by replacing $\epsilon_\infty$ with $\epsilon_0$. We agree on that limit. For $w\gg\omega$ the lattice part fades as $1/w^2$. I use this form throughout the zone, neglecting local fields and the $q$ dependence of $\epsilon_\infty$ and $\omega$.

**Q.** The self-energy integrates over all frequencies. Which of them matter for a band edge?

**A.** Let $E$ be the unshifted edge energy, and let an intermediate state $n$ lie at $\epsilon_n=E+d$. At zero temperature, and apart from the wavefunction overlap, it contributes

$$S_n=\frac{i}{2\pi}\int_{-\infty}^{\infty}dw\,\frac{W_{ph}(q,w)}{w-d\pm i0},$$

with the upper sign for an empty state and the lower for an occupied one. Seen from a band edge, the empty states of a conduction band have $d>0$ and the occupied states have $d<0$; the same holds from a valence edge, apart from the single point $d=0$. The poles of the Green function thus lie just below the positive or just above the negative real axis. So do the poles of the time-ordered $W_{ph}$, at $\omega-i0$ and $-\omega+i0$. Turning the contour anticlockwise onto $w=iy$ sweeps the first and third quadrants, which contain none of these poles, and the arcs vanish because $W_{ph}$ falls as $1/w^2$. With $dw=i\,dy$,

$$S_n=-\frac1{2\pi}\int_{-\infty}^{\infty}dy\,\frac{W_{ph}(q,iy)}{iy-d}
=\frac1{2\pi}\int_{-\infty}^{\infty}dy\,W_{ph}(q,iy)\,\frac{d+iy}{d^2+y^2}.$$

$W_{ph}(q,iy)$ is even in $y$, so the term with $iy$ drops out:

$$S_n=\frac{\mathrm{sgn}(d)}{\pi}\int_0^\infty dy\,W_{ph}(q,iy)\,\frac{|d|}{d^2+y^2}.$$

This answers your question. Half of the weight lies at imaginary frequencies below $|d|$, the energy of the electronic excursion, and most of the rest within a few times $|d|$. A static replacement requires $W_{ph}$ to be nearly constant over that range, but it starts to fall at $y\approx\omega$.

Now insert $W_{ph}(q,iy)=-(4\pi/q^2)\,\kappa\omega^2/(\omega^2+y^2)$. Partial fractions give

$$\int_0^\infty\frac{dy}{(d^2+y^2)(\omega^2+y^2)}
=\frac{\pi}{2(\omega^2-d^2)}\left(\frac1{|d|}-\frac1\omega\right)
=\frac{\pi}{2|d|\,\omega\,(\omega+|d|)},$$

and hence

$$S_n=-\mathrm{sgn}(d)\,\frac{4\pi}{q^2}\,\frac{\kappa}{2}\,\frac{\omega}{\omega+|d|}.$$

**Q.** Where does my static calculation sit in this formula?

**A.** Neglect $|d|$ beside $\omega$. The last fraction becomes one, and

$$S_n^{stat}=-\mathrm{sgn}(d)\,\frac{4\pi}{q^2}\,\frac{\kappa}{2}
=\left(\tfrac12-f_n\right)W_{ph}(q,0),$$

where $f_n$ is one for an occupied state and zero for an empty one. The term with $\tfrac12$ is the Coulomb hole and the term with $-f_n$ is screened exchange. This is static COHSEX applied to the lattice part. The error is the missing factor

$$\frac{\omega}{\omega+|d|}.$$

**Q.** So a small $\omega$ makes the static form worse. Yet COHSEX is used for electronic screening. Why is it tolerable there?

**A.** The same comparison decides: the excursion energy against the energy of the excitation that screens. Electronic screening comes from excitations across the gap, so the neglected ratio can be of order one or less. COHSEX is an approximation there too, but not one that fails by orders of magnitude in this ratio. For phonons in the example below, the ratio at the zone boundary is about 70 for the hole and 260 for the electron.

**Q.** What does the full expression give for a simple band edge?

**A.** Consider an isolated parabolic conduction edge of mass $m$, with $|d|=q^2/2m$ and unit overlap. Sum over $q$ inside a sphere of radius $q_c$ that has the volume of the Brillouin zone. For any function of $q$ alone,

$$\int\frac{d^3q}{(2\pi)^3}\frac{4\pi}{q^2}(\cdots)
=\frac{(4\pi)(4\pi)}{8\pi^3}\int_0^{q_c}dq\,(\cdots)
=\frac2\pi\int_0^{q_c}dq\,(\cdots).$$

The factor $q^2$ of the volume element has cancelled the Coulomb singularity. With $q_L=\sqrt{2m\omega}$, so that $|d|/\omega=q^2/q_L^2$, the shift is

$$\Delta_c=-\frac{\kappa}{\pi}\int_0^{q_c}\frac{dq}{1+q^2/q_L^2}
=-\frac{\kappa}{\pi}\,q_L\arctan\frac{q_c}{q_L}.$$

When $q_c\gg q_L$ the arctangent tends to $\pi/2$ and the zone radius disappears from the answer:

$$\Delta_c\to-\frac{\kappa q_L}{2}=-\kappa\sqrt{\frac{m\omega}{2}}=-\alpha\omega,
\qquad \alpha=\kappa\sqrt{\frac{m}{2\omega}}.$$

This is the Fröhlich shift, and $\alpha$ is the Fröhlich coupling constant. For a valence edge the intermediate states are occupied, $d$ is negative, and the shift is $+\alpha\omega$ with the hole mass in $\alpha$. Physically, an added hole also lowers its energy by polarizing the lattice, and a lower hole energy is a higher electron level. Both edges move into the gap, each with its own $\alpha$.

I have evaluated the self-energy at the unshifted edge and added it as a first-order shift. The renormalization factor that multiplies it in a linearized quasiparticle equation is $1/(1+\alpha/2)$ in the wide-zone limit, so formally it affects the energy at the next order. It is not close to one in the example below: 0.62 for the electron and 0.53 for the hole, which would cut the finite-zone shifts to 44 and 53 meV. The unrenormalized shift is the better estimate, since Feynman's variational polaron energy exceeds $\alpha\omega$ by only about 2 percent at these couplings.

**Q.** And the static version of the same edge?

**A.** The integrand becomes one, and the magnitude is

$$|\Delta^{stat}|=\frac{\kappa q_c}{\pi},\qquad
\frac{|\Delta^{stat}|}{|\Delta_c|}=\frac{q_c/q_L}{\arctan(q_c/q_L)}
\to\frac2\pi\,\frac{q_c}{q_L}\quad(q_c\gg q_L).$$

Neither the phonon energy nor the band mass appears in the static shift. It grows in proportion to the zone radius, because every short-wavelength component of the charge is granted a full ionic response. In the dynamic integral these components are cut off at about $q_L$. In the wide-zone limit half of $\alpha\omega$ comes from $q<q_L$, since $\arctan 1=\pi/4$ is half of $\pi/2$.

**Q.** Is the static form ever right, then?

**A.** Yes, when the charge is slow. If $q_c\ll q_L$, then $\arctan(q_c/q_L)\approx q_c/q_L$, and the dynamic shift becomes $\kappa q_c/\pi$, the static value. At first order in $W_{ph}$ the condition is $q_c^2/2m\ll\omega$: the whole band must be narrow compared with the phonon energy. This is sufficient, not necessary: if $\kappa q_c/\pi\gg\omega$, a band that is narrow compared with $\kappa q_c/\pi$ lets the carrier trap itself on a site, and its lowest energy also approaches the static value, which first order does not describe. A fixed charge is the extreme case, and $\epsilon_0$ is then the correct constant at long range. For this isolated edge the condition concerns the carrier's motion relative to the ions, and the gap does not enter. If the edge state also overlaps with other bands, those terms have a $|d|$ set by the band separation, and the static form overstates them unless $\omega$ is large compared with that too.

**Q.** Give me numbers. I suspect the difference is a modest correction.

**A.** Take a model insulator with round parameters: $\epsilon_\infty=4$, $\epsilon_0=10$, $\omega=60$ meV, edge masses 0.3 for the electron and 0.6 for the hole in units of the free-electron mass, a cell volume of 25 Å$^3$, and a gap of 4 eV before lattice screening. Then

$$\kappa=\tfrac14-\tfrac1{10}=0.15,\qquad
q_c=\left(\frac{6\pi^2}{25}\right)^{1/3}\text{Å}^{-1}=1.333\ \text{Å}^{-1}.$$

For the electron, $q_L=0.0687$ Å$^{-1}$ and $\alpha=1.237$, so $\alpha\omega=1.237\times60=74.2$ meV. For the hole, $q_L=0.0972$ Å$^{-1}$ and $\alpha=1.750$, so $\alpha\omega=105.0$ meV. Together they reduce the gap by 179 meV.

The zone is finite, which lowers these values slightly. For the electron $q_c/q_L=19.39$, and

$$74.2\times\frac2\pi\arctan(19.39)=71.8\ \text{meV}.$$

For the hole $q_c/q_L=13.71$, and the result is 100.1 meV. The static shift follows from the same numbers, because $\kappa q_c/\pi=\alpha\omega\,(2/\pi)(q_c/q_L)$:

$$74.2\times0.6366\times19.39\approx916\ \text{meV}.$$

It is the same for both edges. The static treatment exceeds the dynamic one by a factor of 12.8 for the electron and 9.2 for the hole. The lighter carrier suffers more, since its $q_L$ is smaller.

**Q.** You used parabolas up to the zone boundary and ignored the other band. At large $q$ the bands bend and the states mix. Could that rescue my estimate?

**A.** It has to be checked, because the static integral draws most of its value from just that region. Use a two-band model with spin:

$$H=Aq^2+h\,\tau_z+v\,\tau_x\,(\boldsymbol\sigma\cdot\mathbf q),\qquad h=\frac{E_g}{2}+Bq^2 .$$

Here $\tau$ acts on the band index, $\sigma$ on spin, and $E_g$ is the gap. The last two terms anticommute, so their sum squares to $R^2=h^2+v^2q^2$, and the energies are $Aq^2\pm R$. At small $q$, $R\approx E_g/2+Bq^2+v^2q^2/E_g$, which gives

$$\frac1{2m_e}=B+\frac{v^2}{E_g}+A,\qquad
\frac1{2m_h}=B+\frac{v^2}{E_g}-A.$$

I choose $v^2/E_g=B$, so that the coupling between the bands supplies half of the mean inverse mass. The masses then fix $A=0.417$ and $B=0.625$ in atomic units.

The projector on the upper or lower pair of states is $\tfrac12[1\pm(H-Aq^2)/R]$. Its expectation value in a conduction-edge state, where $\tau_z=1$, is the summed squared overlap with that pair:

$$F_{same}=\tfrac12\left(1+\frac hR\right),\qquad
F_{other}=\tfrac12\left(1-\frac hR\right).$$

The valence edge gives the same two values for its own band and the other one. The other band lies on the opposite side in energy, so $\mathrm{sgn}(d)$ is reversed and its contribution opens the gap.

**Q.** So the interband terms reduce my overestimate. By how much?

**A.** In the static case the net weight is $F_{same}-F_{other}=h/R$, so

$$|\Delta^{stat}|=\frac\kappa\pi\int_0^{q_c}dq\,\frac hR=792\ \text{meV}$$

for each edge. The two edges agree because $A$, the only source of their mass difference, does not enter $h/R$. Of the fall from 916 meV, half is lost intraband weight and half is the interband term of $-62$ meV: $916-2\times62=792$.

In the dynamic case the interband term carries the factor $\omega/(\omega+|d|)$. Since $R\ge h$ and $B>A$, the valence band stays below its edge, so $|d|$ is at least $E_g$. The factor is then at most $60/4060\approx0.015$, which bounds the term by about 0.9 meV. Integration gives 0.6 meV for the conduction edge and 0.4 meV for the valence edge.

The full dynamic shifts are 72.1 meV for the electron and 107.9 meV for the hole. The gap results are:

- dynamic: a reduction of 180 meV, from 4.00 to 3.82 eV;
- static: a reduction of 1584 meV, from 4.00 to 2.42 eV.

The static reduction is still 8.8 times the dynamic one.

**Q.** The hole shift is now larger than $\alpha\omega$, although the finite zone should make it smaller. Is something inconsistent?

**A.** No; the bands have become flatter than the parabolas. From $\sqrt{h^2+v^2q^2}\le h+v^2q^2/2h$ and $h\ge E_g/2$ it follows that

$$R\le \frac{E_g}{2}+Bq^2+\frac{v^2q^2}{E_g}.$$

The excursion energy within either band is therefore never above its parabolic value. For the hole at $q_c$ it is 4.33 eV, against $60\ \text{meV}\times13.71^2\approx11.3$ eV for the parabola. Smaller denominators enlarge the shift, while reduced overlap and the interband term diminish it. The net change is $+7.8$ meV for the hole and $+0.3$ meV for the electron, relative to the finite parabolic zone.

The total of 180 meV lies close to the 179 meV of the simple formula because the finite-zone loss and this gain nearly cancel here. That closeness belongs to the chosen parameters. What carries over to other wide-band cases is the scale: corrections from large $q$ are small when $q_c\gg q_L$, as long as the bands stay close to parabolic out to several $q_L$, which here needs $\omega\ll E_g$, and do not become nearly flat beyond. With the same masses, the same $q_c$ and $v^2/E_g=B$, a gap of 1 eV raises the hole shift to about $1.15\,\alpha\omega$ and a gap of 0.3 eV to about $1.3\,\alpha\omega$.

The excursion energies also show how badly the static condition fails. For the electron at $q_c$ it is 15.6 eV, about 260 times the phonon energy.

**Q.** How do I know that the slowness of the ions causes the discrepancy, and not some other difference between the two calculations?

**A.** Change the phonon energy alone, keeping $\kappa$, the bands and the overlaps. If the explanation is right, ions that are much faster than all electronic motion must reproduce your static answer. With $\omega$ multiplied by $10^6$, the dynamic gap reduction agrees with the static one to within 0.01 percent.

In the other direction, $\alpha\omega\propto\sqrt\omega$ at fixed $\kappa$, so a phonon energy four times smaller should halve the reduction. The two-band calculation gives a ratio of 0.501. The static reduction does not change.

This also makes the heavy-ion argument quantitative. With fixed force constants $\omega\propto M^{-1/2}$, where $M$ scales all ionic masses, so the Fröhlich shift falls as $M^{-1/4}$. Dividing $\omega$ by four corresponds to ions sixteen times heavier.

The formula cannot be followed all the way to infinite mass, because $\alpha$ grows as $M^{1/4}$ and a first-order shift needs a coupling that is not large. Given unlimited time, a carrier can be trapped in the polarization that it creates in very heavy ions. For a parabolic band the energy gained in this way tends, as the ions become heavy, to the strong-coupling value of about $0.054\,\kappa^2m$ in atomic units, which does not depend on $M$. For the parabolic edges here it is only about 10 meV for the electron and 20 meV for the hole, so it does not rescue the static shift of 916 meV.

**Q.** Then may I subtract $\alpha\omega$ for each edge and call the result the gap with electron-phonon coupling?

**A.** You may call it the gap with the leading long-range polar contribution at zero temperature. Several things are outside it.

- Nonpolar optical modes and acoustic modes have no part in this $W_{ph}$; this leaves out the long-range piezoelectric coupling of acoustic modes in crystals that have it. The Debye-Waller term, which is of second order in the displacements, and the change of lattice volume by zero-point motion are also missing.
- The formula assumes a nondegenerate, isotropic edge and a single LO mode. Degenerate valence bands need a sum over their coupled branches with the proper overlaps, and several modes need their separate strengths.
- The shift is of first order in $W_{ph}$. The couplings here, 1.2 and 1.8, are not small, so the digits quoted describe this order of the model and not the accuracy of a polaron energy.
- An optical gap involves an electron and a hole together. Their polarization clouds overlap and partly cancel, so the two separate shifts cannot simply be carried over to a bound pair.

**Q.** What should I do with $\epsilon_0$ in the GW calculation itself?

**A.** Keep $\epsilon_\infty$ in the electronic $W$, and let $\epsilon_0$ enter through $\kappa$, the strength of a pole at $\omega_{LO}$. Before using a static limit for that pole, compare $q_c^2/2m$ with $\omega_{LO}$, or better, the actual band width with $\omega_{LO}$. Terms that lead to other bands need the same comparison with their own $|d|$. In the example the hole would need a mass of $0.6\times13.71^2\approx113$ free-electron masses merely to make $q_L$ equal to $q_c$, and the static parabolic shift would then exceed the first-order one by $4/\pi$, or 27 percent. At that mass, however, $\alpha\approx24$ and first order no longer applies: a carrier localized on one site gains the static 916 meV and pays only the mean band energy, $\tfrac35\times60=36$ meV, so the lowest energy lies within about 5 percent of the static value. The comparison with $\omega_{LO}$ is the test for weak and moderate coupling. The numerical output below lists $q_c/q_L$ for both edges.

## Values computed for the example and the checks

```
eps_inf: 4.0
eps_0: 10.0
kappa: 0.1500
omega_LO: 60.0 meV
omega_TO: 37.95 meV
gap with electronic screening only: 4.000 eV
cell volume: 25.0 angstrom^3
zone radius q_c: 1.3330 1/angstrom
model coefficient A: 0.4167 hartree bohr^2
model coefficient B: 0.6250 hartree bohr^2
model velocity v: 0.3031 hartree bohr
electron mass: 0.30 electron masses
electron q_L: 0.0687 1/angstrom
electron q_c/q_L: 19.39
electron alpha: 1.237
electron alpha*omega_LO: 74.2 meV
electron parabolic, finite zone: 71.8 meV
electron parabolic static/dynamic: 12.77
electron two-band dynamic shift: 72.1 meV
electron two-band static shift: 792.0 meV
electron interband part, dynamic: -0.636 meV
electron interband part, static: -62.2 meV
electron recoil energy at q_c: 15.61 eV
hole mass: 0.60 electron masses
hole q_L: 0.0972 1/angstrom
hole q_c/q_L: 13.71
hole alpha: 1.750
hole alpha*omega_LO: 105.0 meV
hole parabolic, finite zone: 100.1 meV
hole parabolic static/dynamic: 9.15
hole two-band dynamic shift: 107.9 meV
hole two-band static shift: 792.0 meV
hole interband part, dynamic: -0.430 meV
hole interband part, static: -62.2 meV
hole recoil energy at q_c: 4.33 eV
parabolic static shift per edge: 916.5 meV
gap reduction, sum of alpha*omega_LO: 179.2 meV
gap reduction, two-band dynamic: 180.0 meV
gap reduction, two-band static: 1584.0 meV
static/dynamic gap reduction: 8.80
gap after dynamic lattice screening: 3.820 eV
gap after static lattice screening: 2.416 eV
omega_LO times 1e6: dynamic/static reduction: 0.999946
omega_LO over 4: reduction/original: 0.5007
```
